# Topping depolarisation and the work-function shift of a square dipole layer: verification in Python

```python
"""Topping depolarisation of normal dipoles on a square lattice.

Result under test: |work-function shift| = e*n*mu/eps0, with
mu = mu0/(1 + alpha*S), S = sum over neighbours of 1/R^3 = C/a^3.
mu0: isolated dipole; alpha: polarisability volume; a: lattice constant;
n = 1/a^2: site density. Lattice sums use lengths in units of a.
Substrate images: k = (eps-1)/(eps+1), dipole height d above the surface.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

e, eps0 = const.e, const.epsilon_0
debye = 1e-21 / const.c
angstrom = 1e-10
a_A, mu0_D, alpha_A3 = 3.84, 0.5, 3.0
a = a_A * angstrom
alpha_red = alpha_A3 / a_A**3


def disc(radius):
    m = int(radius)
    x, y = np.meshgrid(np.arange(-m, m + 1), np.arange(-m, m + 1))
    keep = x**2 + y**2 <= radius**2
    return x[keep].astype(float), y[keep].astype(float)


# Field of one normal dipole at a neighbour, from two point charges
def pair_potential(z, sep=1e-3):
    return (1 / np.hypot(1, z - sep / 2) - 1 / np.hypot(1, z + sep / 2)) / sep


step = 1e-3
pair_field = -(pair_potential(step) - pair_potential(-step)) / (2 * step)
assert abs(pair_field + 1) < 1e-4

# Lattice constant C: direct disc sum plus tail, against zeta functions
R_BIG = 400
X, Y = disc(R_BIG)
RHO2 = X**2 + Y**2
neighbour = RHO2 > 0
r_nb = np.sqrt(RHO2[neighbour])


def disc_sum(radius):
    return np.sum(r_nb[r_nb <= radius]**-3.0)


C = disc_sum(R_BIG) + 2 * np.pi / R_BIG
beta_32 = (mp.zeta(1.5, 0.25) - mp.zeta(1.5, 0.75)) / 8
C_zeta = float(4 * mp.zeta(1.5) * beta_32)
assert abs(C - C_zeta) < 1e-4


# Potential of the discrete dipole lattice at height h (units mu/a^2)
def lattice_potential(h, x0=0.0, y0=0.0):
    r2 = (X - x0)**2 + (Y - y0)**2 + h**2
    return np.sum(h / r2**1.5) + 2 * np.pi * h / np.hypot(R_BIG, h)


def helmholtz(mu_D):
    return mu_D * debye / (a**2 * eps0)   # volts, equal to eV per electron


for x0, y0 in ((0, 0), (0.5, 0.5)):
    jump = lattice_potential(2, x0, y0) - lattice_potential(-2, x0, y0)
    volts = jump * mu0_D * debye / (4 * np.pi * eps0 * a**2)
    assert abs(volts / helmholtz(mu0_D) - 1) < 1e-4

# Self-consistent dipole and work-function shifts
alphaS = alpha_red * C
mu_D = mu0_D / (1 + alphaS)
shift0, shift = helmholtz(mu0_D), helmholtz(mu_D)
S_A3 = C / a_A**3


# Image-lattice field sum at vertical distance h (units 1/a^3)
def image_sum(h):
    r2 = RHO2 + h**2
    edge = np.hypot(R_BIG, h)
    tail = 2 * np.pi * (h**2 / edge**3 - 1 / edge)
    return np.sum(3 * h**2 / r2**2.5 - r2**-1.5) + tail


gx, gy = disc(12)
g = 2 * np.pi * np.hypot(gx, gy)
for h in (0.8, 1.2):
    assert abs(image_sum(h) - 2 * np.pi * np.sum(g * np.exp(-g * h))) < 1e-4

eps_r = 12.0
k = (eps_r - 1) / (eps_r + 1)
t = 2 / (eps_r + 1)


# Image charges must satisfy both conditions at the dielectric surface
def above(z):
    return 1 / np.hypot(1, z - 1) - k / np.hypot(1, z + 1)


def below(z):
    return t / np.hypot(1, z - 1)


slope_up = (above(1e-4) - above(-1e-4)) / 2e-4
slope_down = (below(1e-4) - below(-1e-4)) / 2e-4
assert abs(above(0) - below(0)) < 1e-12
assert abs(slope_up - eps_r * slope_down) < 1e-6
# The total step is unchanged by the dielectric, for fixed dipole
d_test = 0.5
total = (lattice_potential(3 - d_test) + k * lattice_potential(3 + d_test)
         - t * lattice_potential(-3 - d_test))
assert abs(total / (4 * np.pi) - 1) < 1e-4


def image_ratio(d_A, bare=False):
    h = 2 * d_A / a_A
    own = 0.0 if bare else alpha_red * k * 2 / h**3
    return (1 - own) / (1 + alphaS - alpha_red * k * image_sum(h))


# Finite patches of coupled dipoles, solved without assuming equal dipoles
def patch_centre(radius, k_img=0.0, h=1.0):
    x, y = disc(radius)
    rho2 = (x[:, None] - x)**2 + (y[:, None] - y)**2
    np.fill_diagonal(rho2, 1.0)
    direct = rho2**-1.5
    np.fill_diagonal(direct, 0.0)
    np.fill_diagonal(rho2, 0.0)
    r2 = rho2 + h**2
    image = 3 * h**2 / r2**2.5 - r2**-1.5
    matrix = np.eye(len(x)) + alpha_red * (direct - k_img * image)
    moments = np.linalg.solve(matrix, np.ones(len(x)))
    return moments[np.argmin(x**2 + y**2)]


# Missing far neighbours give an error proportional to 1/radius
patch = 2 * patch_centre(24) - patch_centre(12)
assert abs(patch / (mu_D / mu0_D) - 1) < 2e-3
h15 = 2 * 1.5 / a_A
patch_img = 2 * patch_centre(24, k, h15) - patch_centre(12, k, h15)
isolated = patch_centre(0, k, h15)
assert abs(patch_img / image_ratio(1.5, bare=True) - 1) < 2e-3
assert abs(patch_img / isolated / image_ratio(1.5) - 1) < 2e-3

# Energy minimum and repulsion energy per adsorbate
unit_eV = debye**2 / (4 * np.pi * eps0 * angstrom**3 * e)
best = minimize_scalar(lambda m: (m - mu0_D)**2 / (2 * alpha_A3)
                       + S_A3 * m**2 / 2, bracket=(0.0, 0.5))
repulsion = 0.5 * S_A3 * mu0_D * mu_D * unit_eV
assert abs(best.x - mu_D) < 1e-6
assert abs(best.fun * unit_eV - repulsion) < 1e-8
kT = const.k * 300 / e

# Ordered half layer: occupied sites have even x+y
even = (X + Y) % 2 == 0
C_half = np.sum(RHO2[even & neighbour]**-1.5) + np.pi / R_BIG
assert abs(C_half - C / 2**1.5) < 1e-4
shift_half = 0.5 * shift0 / (1 + alpha_red * C_half)


# Dipoles of finite length: neighbour field averaged along the dipole
def extended_sum(length):
    terms = 2 / r_nb - 2 / np.hypot(r_nb, length)
    return np.sum(terms) / length**2 + 2 * np.pi / R_BIG


assert abs(extended_sum(0.01) - C) < 3e-3
length_A = 1.0
C_ext = extended_sum(length_A / a_A)
shift_ext = shift0 / (1 + alpha_red * C_ext)

# Nonlinear polarisability, rough coefficients in atomic units
field = S_A3 * mu_D * debye / (4 * np.pi * eps0 * angstrom**3)
F_au = field / const.physical_constants['atomic unit of electric field'][0]
bohr_A = const.physical_constants['Bohr radius'][0] / angstrom
alpha_au = alpha_A3 / bohr_A**3
beta_au, gamma_au = 30.0, 3000.0
nonlinear = (beta_au * F_au / 2 + gamma_au * F_au**2 / 6) / alpha_au

# Trapped charge that bends the bands, depletion approximation
doping, bending = 1e23, 0.3
trapped = np.sqrt(2 * eps_r * eps0 * doping * bending / e)
width = trapped / doping
check_V = quad(lambda s: e * doping * s * width**2 / (eps_r * eps0), 0, 1)[0]
assert abs(check_V - bending) < 1e-9

assert round(shift0, 2) == 1.28 and round(shift, 2) == 0.86

print(f"lattice constant a = {a_A:.2f} angstrom")
print(f"isolated dipole mu0 = {mu0_D:.2f} D")
print(f"polarisability volume = {alpha_A3:.1f} angstrom^3")
print(f"1 debye = {debye:.5e} C m")
print(f"site density n = {1e-4 / a**2:.3e} cm^-2")
for radius in (10, 50, 400):
    raw = disc_sum(radius)
    print(f"disc radius {radius} a: sum {raw:.4f},"
          f" with tail {raw + 2 * np.pi / radius:.4f}")
print(f"lattice-sum constant C = {C:.4f}")
print(f"C from zeta functions = {C_zeta:.4f}")
print(f"nearest-neighbour share of C = {100 * 4 / C:.1f} %")
print(f"S = {S_A3:.4f} angstrom^-3")
print(f"alpha*S = {alphaS:.4f}")
print(f"reduced dipole mu = {mu_D:.4f} D")
print(f"mu/mu0 = {mu_D / mu0_D:.4f}")
print(f"mu/mu0 from solved patches = {patch:.4f}")
print(f"shift without depolarisation = {shift0:.3f} eV")
print(f"shift with depolarisation = {shift:.3f} eV")
print(f"reduction of shift = {shift0 - shift:.3f} eV")
print(f"nearest neighbours only = {shift0 / (1 + 4 * alpha_red):.3f} eV")
print(f"single correction only = {shift0 * (1 - alphaS):.3f} eV")
print(f"ordered half layer = {shift_half:.3f} eV")
print(f"depolarising field = {field / 1e8:.2f} MV/cm")
print(f"repulsion per adsorbate = {1000 * repulsion:.2f} meV")
print(f"kT at 300 K = {1000 * kT:.2f} meV")
print(f"substrate relative permittivity = {eps_r:.0f}")
print(f"image factor k = {k:.4f}")
for d_A in (1.5, 2.0, 2.5):
    print(f"height {d_A:.1f} angstrom, mu0 in place:"
          f" {shift0 * image_ratio(d_A):.3f} eV")
    print(f"height {d_A:.1f} angstrom, mu0 bare:"
          f" {shift0 * image_ratio(d_A, True):.3f} eV")
print(f"dipole length tried = {length_A:.1f} angstrom")
print(f"C for that length = {C_ext:.3f}")
print(f"shift for that length = {shift_ext:.3f} eV")
print(f"rough beta = {beta_au:.0f}, gamma = {gamma_au:.0f} atomic units")
print(f"nonlinear part of induced dipole = {100 * nonlinear:.2f} %")
print(f"doping = {doping * 1e-6:.1e} cm^-3")
print(f"band bending considered = {bending:.1f} eV")
print(f"trapped charge needed = {trapped * 1e-4:.2e} e/cm^2")
print(f"trapped charge per adsorbate = {trapped * a**2:.2e} e")
print("finished without a failed check")
```

Output:

```
lattice constant a = 3.84 angstrom
isolated dipole mu0 = 0.50 D
polarisability volume = 3.0 angstrom^3
1 debye = 3.33564e-30 C m
site density n = 6.782e+14 cm^-2
disc radius 10 a: sum 8.4079, with tail 9.0362
disc radius 50 a: sum 8.9079, with tail 9.0335
disc radius 400 a: sum 9.0179, with tail 9.0336
lattice-sum constant C = 9.0336
C from zeta functions = 9.0336
nearest-neighbour share of C = 44.3 %
S = 0.1595 angstrom^-3
alpha*S = 0.4786
reduced dipole mu = 0.3382 D
mu/mu0 = 0.6763
mu/mu0 from solved patches = 0.6763
shift without depolarisation = 1.277 eV
shift with depolarisation = 0.864 eV
reduction of shift = 0.413 eV
nearest neighbours only = 1.054 eV
single correction only = 0.666 eV
ordered half layer = 0.546 eV
depolarising field = 16.17 MV/cm
repulsion per adsorbate = 8.42 meV
kT at 300 K = 25.85 meV
substrate relative permittivity = 12
image factor k = 0.8462
height 1.5 angstrom, mu0 in place: 0.733 eV
height 1.5 angstrom, mu0 bare: 0.903 eV
height 2.0 angstrom, mu0 in place: 0.801 eV
height 2.0 angstrom, mu0 bare: 0.871 eV
height 2.5 angstrom, mu0 in place: 0.830 eV
height 2.5 angstrom, mu0 bare: 0.865 eV
dipole length tried = 1.0 angstrom
C for that length = 8.787
shift for that length = 0.872 eV
rough beta = 30, gamma = 3000 atomic units
nonlinear part of induced dipole = 0.26 %
doping = 1.0e+17 cm^-3
band bending considered = 0.3 eV
trapped charge needed = 6.31e+11 e/cm^2
trapped charge per adsorbate = 9.30e-04 e
finished without a failed check
```
